\section*{Switching the cathode condition when an electromigration void nucleates}

\section{The question at the end of the line}

A metal line in a chip carries current between two barriers that atoms cannot cross. Electrons push atoms away from the cathode end. Because the surrounding dielectric prevents free contraction, the depleted end goes into tension. If the tension reaches a critical value, a void opens, and its surface can no longer support the tension that created it. What should a simulation do at that instant, and how can its void volume be trusted?

The setting concerned is the cathode condition of a continuum stress solver, together with the first time step after it changes. Electronic-structure calculations can supply inputs such as the diffusivity or the effective charge, but the switch belongs to the stress calculation. The analysis below shows what to change, what to keep, and which check measures accuracy.

\section{The stress equation and the void balance}

Let $x$ run along the electron flow, from the cathode at $0$ to the anode at $L$. Tension $\sigma$ is positive. The atomic volume is $\Omega$, the diffusivity $D$, the resistivity $\rho$ and the magnitude of the current density $j$. With $Z>0$ for drift along the electron flow, the wind force on an atom is $F=eZ\rho j$. The cross-section $A$, temperature and current are uniform and constant.

Tension lowers the chemical potential, $\mu=\mu_0-\Omega\sigma$. With atomic concentration close to $1/\Omega$, the flux is
\begin{equation}
J=\frac{D}{\Omega kT}\left(-\frac{\partial\mu}{\partial x}+F\right)
=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).
\end{equation}
Define $G=F/\Omega$ and $\kappa=DB\Omega/(kT)$, where $B$ is the effective modulus of the confined metal. Multiplying the flux by $\Omega$ gives the volume flux
\begin{equation}
\Omega J=\frac{D\Omega}{kT}(\sigma_x+G)=\frac{\kappa}{B}(\sigma_x+G).
\label{flux}
\end{equation}
Atom conservation reads $C_t=-J_x$. Loss of atoms raises tension according to $d\sigma=-B\,dC/C\simeq-B\Omega\,dC$, so $\sigma_t=B\Omega J_x$, or
\begin{equation}
\sigma_t=\frac{\partial}{\partial x}\left[\kappa(\sigma_x+G)\right].
\label{pde}
\end{equation}
This is Korhonen's equation. Before nucleation both ends are blocked, $\sigma_x+G=0$. After nucleation at time $t_n$ the cathode has $\sigma=0$, while the anode remains blocked. Zero stress neglects the surface tension of the void, whose effect is estimated later.

Atoms that leave the void edge enter the line at $x=0$. The void volume divided by $A$ is therefore a length
\begin{equation}
\ell(t)=\int_{t_n}^{t}\frac{\kappa}{B}(\sigma_x+G)\Big|_{x=0}dt'.
\label{void}
\end{equation}
Integrating (\ref{pde}) over the line, with no flux at the anode, gives
\begin{equation}
\frac{d}{dt}\int_0^L\sigma\,dx=-\kappa(\sigma_x+G)\Big|_{x=0}=-B\frac{d\ell}{dt}.
\end{equation}
A further integration in time yields the required balance:
\begin{equation}
\ell(t)=\frac{1}{B}\left[\int_0^L\sigma(x,t_n)dx-\int_0^L\sigma(x,t)dx\right].
\label{balance}
\end{equation}
It needs constant $B$, a blocked anode and $\ell\ll L$, because the domain is held fixed. It does not need constant $\kappa$. If atoms leak through the anode, their volume must be added to the account.

\section{When to switch}

Let the initial tension be uniform, $\sigma_T$. The blocked steady state has slope $-G$ and mean $\sigma_T$, so write
\begin{equation}
\sigma=\sigma_T+G(L/2-x)+w(x,t).
\end{equation}
For constant $\kappa$, $w_t=\kappa w_{xx}$, with $w_x=0$ at both ends and $w(x,0)=G(x-L/2)$. The cosine coefficients, with $k_m=m\pi/L$, are
\begin{equation}
\frac{2G}{L}\int_0^L\left(x-\frac L2\right)\cos k_mx\,dx
=\frac{2G}{L}\,\frac{(-1)^m-1}{k_m^2}.
\end{equation}
They vanish for even $m$ and equal $-4GL/(m^2\pi^2)$ for odd $m$. At the cathode,
\begin{equation}
\sigma(0,t)=\sigma_T+\frac{GL}{2}-\sum_{m\ \rm odd}\frac{4GL}{m^2\pi^2}e^{-\kappa k_m^2t}.
\label{cathode}
\end{equation}
Every subtracted term decays, so the tension rises steadily and crosses a critical value $\sigma_c$ at most once. It crosses if $\sigma_T+GL/2>\sigma_c$. Inserting $G=eZ\rho j/\Omega$ gives the threshold
\begin{equation}
(jL)_c=\frac{2\Omega(\sigma_c-\sigma_T)}{eZ\rho}.
\end{equation}

Before the anode is felt, the line acts as a half-line. The quantity $q=\sigma_x+G$ obeys the diffusion equation with $q(0,t)=0$ and $q(x,0)=G$, hence $q=G\,\mathrm{erf}[x/(2\sqrt{\kappa t})]$. Since $\sigma_t=\kappa q_x$,
\begin{equation}
\sigma_t(0,t)=G\sqrt{\frac{\kappa}{\pi t}},\qquad
\sigma(0,t)=\sigma_T+2G\sqrt{\frac{\kappa t}{\pi}}.
\end{equation}
Solving for the crossing gives
\begin{equation}
t_n\simeq\frac{\pi(\sigma_c-\sigma_T)^2}{4\kappa G^2}.
\label{half}
\end{equation}

\section{What happens after the switch}

Let $\tau=t-t_n$ and $u=\sigma+Gx$. Then $u_t=\kappa u_{xx}$, with $u(0)=0$ and $u_x(L)=0$. Just before the switch the cathode was blocked, so $u_x(0)=0$ there and the initial profile is flat near the wall at height $\sigma_c$. To leading order at short times,
\begin{equation}
u=\sigma_c\,\mathrm{erf}\frac{x}{2\sqrt{\kappa\tau}},\qquad
u_x(0)=\frac{\sigma_c}{\sqrt{\pi\kappa\tau}}.
\label{jump}
\end{equation}
Inserting this in (\ref{void}) and using $\int_0^\tau ds/\sqrt s=2\sqrt\tau$ gives
\begin{equation}
\ell\simeq\frac{2\sigma_c}{B}\sqrt{\frac{\kappa\tau}{\pi}}.
\label{early}
\end{equation}
The wind does not appear at this order: stored tension drives the first growth. The wall flux is infinite at $\tau=0$, but its integral is finite.

To isolate the current, compare a run in which it continues with one in which it stops at $t_n$. The stress difference $d$ starts at zero and obeys $d_t=\kappa d_{xx}$, $d(0)=0$, $d_x(L)=-G$. Until this disturbance diffuses from the anode to the cathode, $d_x(0)\simeq0$. The void fluxes then differ by $\kappa G/B$, and the current adds $\kappa G\tau/B$ to the void.

For all times, expand $u=\sum_n b_n\sin(\lambda_nx)e^{-\kappa\lambda_n^2\tau}$, where $\lambda_n=(n+\tfrac12)\pi/L$ and $n=0,1,\ldots$. The profile at nucleation is
\begin{equation}
u_0=\sigma_T+\frac{GL}{2}-\sum_{m\ \rm odd}a_m\cos k_mx,\quad
a_m=\frac{4GL}{m^2\pi^2}e^{-\kappa k_m^2t_n}.
\end{equation}
Two integrals are needed. Since $\cos\lambda_nL=0$, $\int_0^L\sin\lambda_nx\,dx=1/\lambda_n$. Writing the product of sine and cosine as a sum of sines, and noting that $(\lambda_n\pm k_m)L$ are odd multiples of $\pi/2$,
\begin{align}
\int_0^L\sin\lambda_nx\cos k_mx\,dx
&=\frac12\left[\frac1{\lambda_n+k_m}+\frac1{\lambda_n-k_m}\right]\nonumber\\
&=\frac{\lambda_n}{\lambda_n^2-k_m^2}.
\end{align}
The sine functions have squared norm $L/2$, so
\begin{equation}
b_n=\frac2L\left[\frac{\sigma_T+GL/2}{\lambda_n}
-\sum_{m\ \rm odd}\frac{a_m\lambda_n}{\lambda_n^2-k_m^2}\right].
\end{equation}
The wall gradient is $\sum b_n\lambda_ne^{-\kappa\lambda_n^2\tau}$. Its time integral gives
\begin{equation}
\ell(\tau)=\frac1B\sum_n\frac{b_n}{\lambda_n}\left(1-e^{-\kappa\lambda_n^2\tau}\right).
\label{series}
\end{equation}
At late times $u=0$, so $\sigma=-Gx$. Blocking before nucleation kept $\int\sigma\,dx=\sigma_TL$, and (\ref{balance}) becomes
\begin{equation}
\ell_{\rm sat}=\frac{\sigma_TL+GL^2/2}{B}.
\label{sat}
\end{equation}
With the current stopped at nucleation the final stress is zero and $\sigma_TL/B$ remains. That part is stress migration: the void relaxes thermal tension without help from the wind.

\section{The switch in a discrete calculation}

Divide the line into cells of width $h_i$, numbered from the cathode, with stresses $\sigma_i$ at their centres. Let $F_{i+1/2}=\kappa[(\sigma_{i+1}-\sigma_i)/(x_{i+1}-x_i)+G]$. Then
\begin{equation}
h_i\frac{d\sigma_i}{dt}=F_{i+1/2}-F_{i-1/2}.
\label{fv}
\end{equation}
At the anode $F=0$. At the cathode,
\begin{equation}
F_{1/2}=0\ \text{before},\qquad
F_{1/2}=\kappa\left(\frac{2\sigma_1}{h_1}+G\right)\ \text{after}.
\end{equation}
Before the switch the wall slope is $-G$, so the wall tension is $\sigma_1+Gh_1/2$. This value, rather than $\sigma_1$, is compared with $\sigma_c$. When a step overshoots, it is repeated from its starting profile with a length found by root finding. The profile at the crossing is then kept. Resetting it would discard the stored tension that drives (\ref{early}).

Let $R(\sigma)$ be the rate given by (\ref{fv}). A two-stage implicit step that damps short waves is
\begin{align}
s_1&=\sigma+\gamma\Delta t\,R(s_1),\qquad \gamma=1-1/\sqrt2,\nonumber\\
s_2&=\sigma+(1-\gamma)\Delta t\,R(s_1)+\gamma\Delta t\,R(s_2),
\end{align}
with $s_2$ as the new stress. The void must use the same stage fluxes:
\begin{equation}
\Delta\ell=\frac{\Delta t}{B}\left[(1-\gamma)F_{1/2}(s_1)+\gamma F_{1/2}(s_2)\right].
\end{equation}
On summing $h_i\Delta\sigma_i$, all interior fluxes cancel and $-B\Delta\ell$ remains. The balance thus closes for any $\Delta t$, apart from rounding. It finds a flux lost between cells or a void increment added with the wrong sign, but it cannot show that the wall flux itself is right or that the time step is small enough.

The jump at the switch shows why this matters. Take $u=\sigma_c$ on a half-line and one step across the jump. With $\delta=\sqrt{\gamma\kappa\Delta t}$ and $y=x/\delta$, the first stage is $\sigma_c(1-e^{-y})$. Its rate times $\Delta t$ is $-\sigma_ce^{-y}/\gamma$. The second stage therefore satisfies
\begin{equation}
s_2-\frac{d^2s_2}{dy^2}=\sigma_c\left[1-\frac{1-\gamma}{\gamma}e^{-y}\right].
\end{equation}
Since $ye^{-y}$ minus its second derivative is $2e^{-y}$, the bounded solution vanishing at the wall is
\begin{equation}
s_2=\sigma_c\left[1-(1+\beta y)e^{-y}\right],\quad
\beta=\frac{1-\gamma}{2\gamma}\simeq1.207.
\end{equation}
Its wall slope, $\sigma_c(1-\beta)/\delta$, is negative, whereas (\ref{jump}) is positive. The void length it gives is $\sigma_c\delta(1+\beta)/B$, which exceeds (\ref{early}) by the factor $(1+\beta)\sqrt{\pi\gamma}/2\simeq1.06$. Volume and balance look reasonable while the final wall flux has the wrong sign.

A first step shorter than $h_1^2/\kappa$, the diffusion time of the first cell, avoids the wrong sign. On the mesh used below the wall flux turns negative between three and five cell times, and a step of one cell time still leaves it 23\% below its time-exact value, so a much shorter step is better. Later steps can lengthen in proportion to $\tau$, since the profile changes on that scale.

\section{A line in an accelerated test}

Consider a damascene interconnect line with $L=50\ \mu$m, width 100 nm and height 200 nm, at 573.15 K and 2.0 MA/cm$^2$. Take $\rho=4.0\ \mu\Omega\,$cm, $Z=1$, $\Omega=0.0120$ nm$^3$, $B=20$ GPa, $D=10^{-11}$ cm$^2$/s, $\sigma_T=100$ MPa and $\sigma_c=300$ MPa. Then $\kappa=3.03\times10^{-10}$ cm$^2$/s. The field $\rho j=8$ V/cm gives $G=10.68$ MPa/$\mu$m, so $GL=534$ MPa. The highest blocked tension is $100+534/2=367$ MPa, above critical. Equivalently, $jL=10\,000$ A/cm exceeds the threshold of 7490 A/cm. Tests with $j$ 3\% below and 3\% above threshold gave no nucleation and nucleation, respectively, within $10^6$ s.

The simulation and (\ref{cathode}) both give $t_n=2.72$ h. The half-line estimate (\ref{half}) gives 2.52 h, about 7\% less, because it omits the anode.

Growth was computed on 400 cells, the first 4.27 nm wide. Its diffusion time is $6.0\times10^{-4}$ s and the first step was $10^{-5}$ s. Void lengths in nm are:

\begin{center}
\begin{tabular}{rrrr}
$\tau$ (s) & balance & wall slope & early law\\
60 & 22.86 & 22.88 & 22.83\\
600 & 72.95 & 72.97 & 72.20\\
3600 & 186.48 & 186.49 & 176.86\\
14400 & 403.69 & 403.69 & 353.72\\
72000 & 826.15 & 826.12 & 790.94
\end{tabular}
\end{center}

The series (\ref{series}) agrees with the balance column to 0.01 nm. The wall-slope column fits a parabola through the wall and the first two cell values, then integrates the flux in $r=\sqrt\tau$. With $d\tau=2r\,dr$, the integrand $2r\kappa(\sigma_x+G)/B$ stays finite at the switch. This reading is only partly independent. With cell centres $x_1$ and $x_2$, (\ref{fv}) for the first cell makes the parabola's slope equal to $u_1/x_1-x_1h_1\dot u_1/(x_2\kappa)$, and $\kappa u_1/x_1$ is the scheme's own wall flux. For exact time integration the column therefore exceeds the balance column by $x_1h_1[u_1(0)-u_1(\tau)]/(x_2B)\simeq h_1\sigma_c/(3B)=0.02$ nm, the gap seen in the first rows. It tests the time steps and the wall condition, but its gap does not measure the mesh error; the series does that.

By contrast, a single 7200 s step closes the balance to the printed precision, yet its void is 5.0\% larger than the series value. A single 1 s step gives $\sigma_x+G=-722$ MPa/$\mu$m at the wall; the resolved value and (\ref{jump}) are both $+972$. The continuum formula for one step gives about $-659$. Most of the difference comes from reading the slope with a parabola. For nearly equal first cells, the scheme makes $u_2-3u_1\simeq h_1^2u_{xx}$, which shifts the parabola's slope by $-h_1u_{xx}/3$, here about $-68$ MPa/$\mu$m.

The void reaches one line width after 0.308 h, or 3.03 h from the start. Wind drift at 58.3 nm/h would alone need 1.71 h. In the first 600 s the current adds 9.72 nm, equal to this speed times the time, out of 72.95 nm. The current-off void is thus 63.23 nm, below the 72.20 nm of the early law: (\ref{early}) starts from a flat $\sigma+Gx$ and so describes the run with current, while the run without it is smaller by $\kappa G\tau/B$. Saturation follows from
\begin{equation}
\ell_{\rm sat}=\frac{100\times50+10.68\times50^2/2}{20\,000}\ \mu{\rm m}
\simeq0.918\ \mu{\rm m}.
\end{equation}
The volume is 0.0184 $\mu$m$^3$. Stopping the current at nucleation leaves 250 nm. The slowest relaxation time, $4L^2/(\pi^2\kappa)$, is 9.28 h.

\section{How far the model reaches}

These are rough values for such lines, not measurements of one metal. Critical tension and diffusivity depend strongly on interfaces and flaws, and (\ref{half}) is quadratic in the tension margin. The times are therefore model results, not predicted lifetimes.

If $D$ grows as $e^{\Omega\sigma/kT}$, it is 1.58 times larger at critical tension. Nucleation then takes 2.24 h and growth to one width 0.27 h. Saturation is unchanged, because its zero-flux profile and (\ref{balance}) do not depend on $\kappa$.

A void surface curved across both width and height, with surface energy 1.5 J/m$^2$, can hold 45 MPa. If this acts as tension, it replaces zero at the wall and lowers $\ell_{\rm sat}$ to 805 nm. It also reduces the early driving jump from 300 to 255 MPa. The actual curvature depends on the void's shape.

Line shortening matters less. With the metal occupying $\ell<x<L$, the final balance is $B\ell=\sigma_TL+G(L-\ell)^2/2$, which gives 894 nm. The final anode compression of 534 MPa may cause plastic flow or extrusion, which the elastic, blocked model omits.

Heating is a stronger limit, and it is not confined to late growth. For a 1 $\mu$m dielectric of conductivity 0.3 W/(m K), with heat spreading at 45 degrees, the intact line warms by 1.6 K. Once a void spans the line, current passes through the liner. A 3 nm liner of 200 $\mu\Omega\,$cm adds 133 $\Omega$ across a one-width gap, compared with 100 $\Omega$ for the whole line. If the gap's heat leaves along the metal on one side, the metal edge warms by 18 K. The liner is hotter: with a thermal conductivity from the Wiedemann--Franz law and its own loss to the dielectric, which lowers the edge value to 17 K, its far end warms by about 110 K if that end is insulated. With similar metal at both ends the peak is 34 K. For an activation energy of 0.9 eV, 17 K raises $D$ at the edge by a factor 1.7. If the void spans the line from the start and heat leaves on one side, growth to one width takes about 0.25 h instead of 0.31 h, with thermomigration and thermal stress neglected. Scaling the edge estimate to the saturated gap gives 167 K, but this is only an upper bound, because such a long gap loses most of its heat directly to the dielectric; with that loss the edge warms by about 40 K. The liner is then the hot spot. Balancing its Joule heat against that loss, at fixed resistivity, gives a rise of about 1000 K with an insulated far end, or about 800 K with metal at both ends, so it would probably fail first. At this constant current, saturation is thus a limit of the isothermal model, not a likely end of the test.

Temperature of use changes the initial tension as well as diffusion. At 378.15 K, with an activation energy of 0.9 eV and current, resistivity and critical tension held fixed, nucleation takes 2.47 years if $\sigma_T$ stays at 100 MPa. A linear expansion mismatch $\Delta\alpha=14\times10^{-6}$/K leaves a volume misfit $3\Delta\alpha\,\Delta T$ on cooling by $\Delta T=195$ K. If nothing relaxes, this adds a tension $3B\,\Delta\alpha\,\Delta T=164$ MPa. The margin falls from 200 to 36 MPa and the time to 0.075 years. Extrapolating with diffusivity alone would be unsafe for this line.

\section{Choosing the setting}

Use zero flux until the reconstructed wall tension reaches $\sigma_c$, locate the crossing within the step, and then impose zero stress without altering the profile. If surface curvature is known, use its stress instead of zero. Start growth with a step below $h_1^2/\kappa$ and lengthen the steps gradually.

Use (\ref{balance}) to detect accounting errors. Judge accuracy separately, by refining cells and steps, by comparing early growth with (\ref{early}), or by using (\ref{series}) when $\kappa$ is constant. If the void spans the line, check liner heating before interpreting the rest of the curve. The numerical output below gives the remaining digits.

\section*{Computed values}
\begin{verbatim}
Line length 50 um; width 100 nm; height 200 nm
Temperature 573.15 K; current 2.0 MA/cm2
Resistivity 4.0 uohm cm; charge number 1.0
Atomic volume 0.0120 nm3; modulus 20 GPa
Diffusivity 1.00e-11 cm2/s; kappa 3.0329e-10 cm2/s
Initial tension 100 MPa; critical 300 MPa
Wind gradient G 10.681 MPa/um
Blocked-line maximum tension 367.0 MPa
jL: example 10000, threshold 7490 A/cm
Cells 400; first cell 4.27 nm; last 625 nm
First growth step 1e-05 s; first-cell diffusion time 6.0e-04 s
Nucleation: simulation 2.7195 h; series 2.7195 h
Nucleation from half-line law 2.5220 h
Growth time s | void nm: flux, stress integral, series, early law
60 | 22.86, 22.86, 22.86, 22.83
600 | 72.95, 72.95, 72.95, 72.20
3600 | 186.48, 186.48, 186.48, 176.86
14400 | 403.69, 403.69, 403.69, 353.72
72000 | 826.15, 826.15, 826.14, 790.94
Void from separate wall-gradient quadrature, same times, nm: 22.88, 72.97, 186.49, 403.69, 826.12
Wall driving gradient at 1 s, MPa/um: resolved 972; law 972; one step -722
Largest balance error / final void 4.6e-16
One 7200 s step: balance error 0.0e+00; volume error 4.99 %
Saturated void: simulation 917.57 nm; formula 917.57 nm
Saturated void volume 0.01835 um3
Stored-tension void with current off 250.00 nm
Wind drift speed 58.31 nm/h
Added by current after 600 s: 9.719 nm
Growth to one width: simulation 0.3080 h; series 0.3080 h
Growth to one width: early law 0.3197 h; drift alone 1.715 h
Total time to one-width void 3.028 h
Slowest growth relaxation time 9.28 h
Anode stress at saturation -534.1 MPa
Diffusivity factor at critical tension 1.58
Stress-dependent D: nucleation 2.24 h; growth to one width 0.27 h
Surface energy 1.5 J/m2; capillary stress 45.0 MPa
Saturated void with capillarity 805.1 nm
Saturated void with line shortening 893.9 nm
Dielectric: conductivity 0.3 W/(m K); depth 1.0 um
Intact-line heating 1.62 K
Liner: thickness 3 nm; resistivity 200 uohm cm
Line resistance 100.0 ohm; one-width gap adds 133.3 ohm
Metal-edge heating: one-width gap 18.2 K; saturated gap 167 K
Use temperature 378.15 K; activation 0.9 eV
Expansion mismatch 14 ppm/K; added tension 163.8 MPa
Use nucleation: same tension 2.47 years; with added tension 0.075 years
\end{verbatim}
